\section*{Angular spread of ions arriving at a low-k dielectric}

\section{Problem}

Trenches in low-k interlayer dielectrics are etched with ions that a plasma sheath accelerates towards the wafer. Let $z$ be the wafer normal, pointing along the ion motion, and let $x$ and $y$ lie in the wafer plane. Every ion, of mass $m$, arrives with the same directed energy
\begin{equation}
E=\tfrac12 m v_z^2=100~\mathrm{eV}.
\end{equation}
The transverse velocities $v_x$ and $v_y$ are independent and Maxwellian, with temperature $k_BT=0.05$~eV. The angle in the $xz$ plane is
\begin{equation}
\theta_x=\arctan\frac{v_x}{v_z}.
\label{eq:def}
\end{equation}

\begin{enumerate}
\item[(a)] Show that the root-mean-square (rms) value of $\theta_x$ is about $0.9$ degrees, and estimate the error of the small-angle approximation.
\item[(b)] Does the result depend on the ion mass?
\item[(c)] An ion enters the sheath with longitudinal energy $T_e/2$, where $T_e=3$~eV is the electron temperature in energy units. Its transverse speed is the rms value. Find its angle at the sheath edge and at the wafer.
\item[(d)] Find the rms polar angle, measured from the normal without regard to direction in the wafer plane.
\end{enumerate}

Energies are in electronvolts, since atomic units would be unnatural here. In parts (a) to (d) the sheath is collisionless and its electric field is along $z$.

\section{Hints}

\begin{enumerate}
\item The angle is a ratio of velocities. Find the mean square of the numerator first; the denominator is the same for all ions.
\item The mean of $v_x^2$ under the weight $e^{-av_x^2}$ follows from the normalization integral by differentiating with respect to $a$.
\item A temperature $T$ gives a mean energy $k_BT/2$ to one velocity component, whereas $E$ is the whole energy of the motion along $z$. Keep track of this factor of two.
\item For the error, expand $\arctan^2 r$ to fourth order in $r$. A second derivative with respect to $a$ supplies the fourth moment.
\item In part (c), ask which velocity component a force along $z$ can change.
\item In part (d), the squares of two independent transverse components add.
\end{enumerate}

\section{Solution}

\subsection{The transverse velocity}

The probability density of $v_x$ is proportional to the Boltzmann factor
\begin{equation}
e^{-mv_x^2/(2k_BT)}=e^{-av_x^2},\qquad a=\frac{m}{2k_BT}.
\end{equation}
Counting ions that strike the wafer, rather than ions in a volume, adds a weight $v_z$. As $v_z$ is the same for all ions, this weight cancels in every average over $v_x$.

The normalization integral is $Z(a)=\int_{-\infty}^{\infty}e^{-av^2}\,dv$. Its square is an integral over a plane, which polar coordinates make elementary:
\begin{equation}
Z^2=\int_0^\infty e^{-a\rho^2}\,2\pi\rho\,d\rho=\frac{\pi}{a},
\qquad Z=\sqrt{\pi}\,a^{-1/2}.
\label{eq:Z}
\end{equation}
Each derivative with respect to $a$ brings down a factor $-v^2$ under the integral. Therefore
\begin{align}
\langle v_x^2\rangle&=-\frac{1}{Z}\frac{dZ}{da}=\frac{1}{2a}=\frac{k_BT}{m},
\label{eq:second}\\
\langle v_x^4\rangle&=\frac{1}{Z}\frac{d^2Z}{da^2}=\frac{3}{4a^2}
=3\left(\frac{k_BT}{m}\right)^2.
\label{eq:fourth}
\end{align}
Equation~\eqref{eq:second} says that the mean transverse energy in one plane is $m\langle v_x^2\rangle/2=k_BT/2$.

\subsection{Part (a): the rms angle}

Write $r=v_x/v_z$ for the slope of the path. The directed energy gives $v_z^2=2E/m$, so the mean square slope is
\begin{equation}
s^2\equiv\langle r^2\rangle
=\frac{\langle v_x^2\rangle}{v_z^2}
=\frac{k_BT/m}{2E/m}
=\frac{k_BT}{2E}.
\label{eq:s}
\end{equation}
For small slopes $\arctan r\approx r$, and the rms angle is
\begin{equation}
\theta_{\rm rms}\approx s=\sqrt{\frac{k_BT}{2E}}.
\label{eq:main}
\end{equation}
With the given energies,
\begin{equation}
s=\sqrt{\frac{0.05}{2\times100}}=\sqrt{2.5\times10^{-4}}=0.0158~\mathrm{rad},
\end{equation}
and multiplication by $180/\pi$ gives $0.906$ degrees. This is the stated result.

For the error, start from $\arctan r=r-r^3/3+\dots$ and square it:
\begin{equation}
\arctan^2r=r^2-\tfrac23r^4+\dots
\end{equation}
Equation~\eqref{eq:fourth} gives $\langle r^4\rangle=3s^4$. Hence
\begin{equation}
\langle\theta_x^2\rangle=s^2-2s^4+\dots,
\qquad
\theta_{\rm rms}=s\sqrt{1-2s^2+\dots}=s\,(1-s^2+\dots).
\label{eq:corr}
\end{equation}
The series for the arctangent needs $|r|<1$. Slopes beyond that lie more than $1/s\approx63$ standard deviations out, where the Gaussian weight is negligible. The relative correction is $-s^2=-2.5\times10^{-4}$. A direct sum over the velocity distribution, with the arctangent kept, gives $0.9057$ degrees against $0.9059$ from equation~\eqref{eq:main}, in agreement with this correction.

The square root sets the scaling. At fixed temperature, halving the angle takes four times the directed energy. At fixed energy, doubling the angle takes four times the transverse temperature. The formula requires $k_BT\ll E$: when the two energies are comparable, $s$ is no longer small and the arctangent must be kept.

\subsection{Part (b): the ion mass}

The mass cancels in equation~\eqref{eq:s}. A heavier ion has a smaller thermal speed, but its directed speed is smaller by the same factor. For Ar$^+$, with mass rounded to 40~u, the rms transverse speed is 347~m/s and the directed speed is 21\,964~m/s. For CF$_3^+$, with mass rounded to 69~u, the speeds are 264~m/s and 16\,723~m/s. The velocity sum gives $0.9057$ degrees for both. The comparison holds $T$ and $E$ fixed; in a plasma, different species may have different transverse temperatures.

\subsection{Part (c): what the sheath does}

A field along $z$ exerts no force along $x$, so $v_x$ stays as it was at the sheath edge. The sheath does not cool the transverse motion; it narrows the angles by raising $v_z$.

At the edge, $mv_z^2/2=T_e/2$, so $v_z=\sqrt{T_e/m}$. With $v_x=\sqrt{k_BT/m}$, the angle is
\begin{equation}
\arctan\sqrt{\frac{k_BT}{T_e}}
=\arctan\sqrt{\frac{0.05}{3}}
=7.36~\text{degrees}.
\end{equation}
The entry energy is 1.5~eV, and a voltage drop $V=98.5$~V brings the directed energy to 100~eV. At the wafer the slope is therefore $s$ and the angle is $0.906$ degrees. Numerical integration of the path through the sheath, with the potential profile derived in equation~\eqref{eq:child} below, gives the same value. The profile affects the time of flight and the sideways distance travelled, but not the final angle, which depends on the total voltage drop.

\subsection{Part (d): one plane or two}

The polar angle is $\theta=\arctan\bigl(\sqrt{v_x^2+v_y^2}/v_z\bigr)$. For small angles the mean squares of the two planes add:
\begin{equation}
\langle\theta^2\rangle\approx\frac{\langle v_x^2\rangle+\langle v_y^2\rangle}{v_z^2}
=2s^2=\frac{k_BT}{E}.
\end{equation}
The rms polar angle is thus $\sqrt{0.05/100}=0.0224$~rad, or $1.28$ degrees. It is larger than the one-plane value by $\sqrt2$. For a long trench parallel to $y$, the one-plane angle is the relevant one, because motion along $y$ brings an ion no closer to a sidewall.

\subsection{Collisions in the sheath}

Some ions do collide on the way. In charge exchange, a fast ion takes an electron from a slow gas atom, and the atom becomes a new, slow ion. To estimate how much this matters for Ar$^+$ in argon, we need the sheath thickness $L$.

Let $\phi(z)$ be the fall in potential from the sheath edge at $z=0$. Neglect electrons inside the sheath and, for this estimate, the ion entry energy. An ion then has speed $\sqrt{2e\phi/m}$. If $J$ is the constant ion current density, the charge density is $J$ divided by this speed, and Poisson's equation reads
\begin{equation}
\frac{d^2\phi}{dz^2}=\frac{J}{\varepsilon_0}\sqrt{\frac{m}{2e\phi}}.
\end{equation}
The sign is positive because $\phi$ measures a fall in potential. With potential and field both zero at the edge, try
\begin{equation}
\phi=V\left(\frac zL\right)^{4/3},\qquad
\frac{d^2\phi}{dz^2}=\frac{4V}{9L^2}\left(\frac zL\right)^{-2/3}.
\label{eq:child}
\end{equation}
The right-hand side of Poisson's equation has the same power of $z$. Equating the coefficients gives
\begin{equation}
L^2=\frac{4\varepsilon_0}{9J}\,V^{3/2}\sqrt{\frac{2e}{m}}.
\end{equation}
Let $n$ be the density at the edge and let $\tau$ be the number of volts equal to $T_e/e$. The current density is $J=en\sqrt{e\tau/m}$. With the Debye length $\lambda_D=\sqrt{\varepsilon_0\tau/(en)}$, the mass cancels:
\begin{equation}
L^2=\frac{4\sqrt2}{9}\lambda_D^2\left(\frac V\tau\right)^{3/2},
\qquad
L=\frac{\sqrt2}{3}\lambda_D\left(\frac{2V}{\tau}\right)^{3/4}.
\end{equation}
For $n=10^{17}$~m$^{-3}$, $\lambda_D=0.0407$~mm and $L=0.443$~mm. This is a low estimate: the neglected electrons and entry energy both reduce the net charge, and so thicken the sheath. How much thicker depends on where the edge is placed, because the field fades gradually into the plasma. With Boltzmann electrons and the entry energy kept, $L$ is $0.54$~mm if the field at the edge is $\tau/\lambda_D$ and $0.88$~mm if it is $0.05\,\tau/\lambda_D$. An edge field of $2\tau/\lambda_D$ would give $0.42$~mm, so the statement assumes a weak field at the edge.

At 10~mTorr and 300~K the gas density is $3.22\times10^{20}$~m$^{-3}$. A rough charge-exchange cross-section of $5\times10^{-19}$~m$^2$ gives a free path $\lambda=6.2$~mm, the inverse of density times cross-section. The chance of surviving a short step $dz$ is $1-dz/\lambda$; the product over all steps is $e^{-L/\lambda}$. The collision probability is therefore
\begin{equation}
P=1-e^{-L/\lambda}=1-e^{-0.443/6.21}=0.069.
\end{equation}

As $L\ll\lambda$, take the new ions to be born uniformly through the sheath, with one collision at most. Give them no initial longitudinal speed and transverse temperature $k_BT_g=0.0259$~eV, that of the gas. An ion born at $z=uL$ gains the energy $eV(1-u^{4/3})$, so
\begin{equation}
\langle\theta_x^2\rangle_{\rm new}
=\int_0^1\!du\int_{-\infty}^{\infty}\!dg\,\frac{e^{-g^2/2}}{\sqrt{2\pi}}
\arctan^2\!\left(g\sqrt{\frac{k_BT_g}{2eV(1-u^{4/3})}}\right).
\end{equation}
The arctangent is needed here. Near the wafer $1-u^{4/3}\approx\frac43(1-u)$, and the small-angle form would diverge logarithmically. Numerical integration gives an rms angle of $1.73$ degrees for the new ions. Mean squares combine according to the fractions of ions:
\begin{equation}
\sqrt{0.931\times0.906^2+0.069\times1.73^2}\approx0.985~\text{degrees}.
\end{equation}
In this estimate, charge exchange raises the rms angle by about 9 percent relative to the collisionless value. Almost all of this comes from a few slow ions born close to the wafer. Those arriving with less than 10~eV are about $0.5$ percent of all ions, yet carry about 70 percent of the mean square angle of the new ions. Among ions above 10~eV the increase is below 1 percent. Keeping the thermal longitudinal speed of the new ions lowers $1.73$ to $1.68$ degrees and the increase to about 8 percent. More collisions do not always mean a larger increase. Ions born near the sheath edge gain almost the full voltage and are colder than the ions they replace, so they narrow the spread. With electrons and entry energy kept, the increase stays between 9 and 10 percent for $L$ from $0.54$ to $0.88$~mm and falls if the edge is placed further out. The 9 percent is a rough value, and it covers charge exchange alone. Elastic scattering, which can turn fast ions directly, is left out, and it need not be small. If one ion in a hundred arrived at 10 degrees in the $xz$ plane, it would add $0.01\times10^2=1$ square degree to the mean square, more than the thermal value $0.906^2=0.82$. The rms angle is sensitive to such rare events, even when most ions stay close to the normal.

\subsection{The result beside a real etch}

The plasma values used here are rough ones for a low-pressure, high-density etching plasma. An ion energy of 100~eV is modest for dielectric etching, where several hundred electronvolts may be used; at fixed transverse temperature, 400~eV would halve the angle. The temperature $0.05$~eV corresponds to 580~K, about twice the assumed gas temperature. Collisions before the sheath can heat the transverse motion further, and $0.2$~eV at the same directed energy would double the angle. Real sheaths are also driven at radio frequency, and insulating trench walls can charge. The $0.9$ degrees is thus the thermal contribution under the stated assumptions, not a prediction of the full angular spread in a reactor.

\section{Variation 1: a trench and its charge}

\textbf{Question.} Ions enter a long trench of width $w=50$~nm and depth $d=200$~nm, uniformly across its opening. What fraction meets a sidewall before the bottom? What voltage across the trench would turn an ion by as much as the thermal rms angle?

\textbf{Solution.} Without charging the paths are straight, and an ion drifts sideways by $D=d\,v_x/v_z$ over the full depth. The rms drift is $ds=200\times0.0158=3.16$~nm. An ion with $|D|<w$ hits a wall if it enters within $|D|$ of the wall towards which it moves. For uniform entry this has probability $|D|/w$.

The average needs the mean absolute velocity. With $Z$ from equation~\eqref{eq:Z},
\begin{equation}
\langle|v_x|\rangle=\frac{2}{Z}\int_0^\infty v\,e^{-av^2}dv
=\frac{1}{aZ}=\frac{1}{\sqrt{\pi a}}
=\sqrt{\frac{2}{\pi}}\sqrt{\frac{k_BT}{m}}.
\end{equation}
Dividing by $v_z$ and multiplying by $d/w$ gives the wall fraction
\begin{equation}
f=\frac{\langle|D|\rangle}{w}=\sqrt{\frac2\pi}\,\frac{s\,d}{w}
=0.798\times0.01581\times4=0.0505.
\end{equation}
About 5 percent of the ions meet a sidewall first. Sampling two million straight paths gives $5.04$ percent, against $5.05$ from the formula.

The condition $|D|<w$ is safe here, since $w$ is about 16 times the rms drift. In a much deeper trench of the same width, the hit probability for one ion is the smaller of $|D|/w$ and 1. The linear formula then overestimates $f$, which tends to 1 as the depth grows.

Now let a voltage $U$ across the width produce a uniform transverse field $U/w$ over the full depth. An ion that enters along the normal has acceleration $eU/(mw)$ for a time $d/v_z$. Its exit slope is
\begin{equation}
\frac{v_x}{v_z}=\frac{eU}{mw}\,\frac{d}{v_z^2}=\frac{eU\,d}{2E\,w},
\end{equation}
where $mv_z^2=2E$ was used. Setting this equal to $s$ gives
\begin{equation}
U=\frac{2E}{e}\,\frac{s\,w}{d}=200\times0.0158\times\frac{50}{200}=0.79~\mathrm{V}.
\end{equation}
Less than one volt is enough here, although the ion carries 100~eV. The ion needs only $k_BT/2=0.025$~eV of transverse energy, which it gains while crossing $1.6$~nm of the 50~nm width. Since $eU=\sqrt{2Ek_BT}\,w/d$, the value depends on the energy and the aspect ratio: it is $1.6$~V at 400~eV and $3.2$~V for a trench as deep as it is wide. The two effects differ in kind: thermal motion spreads the ions symmetrically, while this field tilts them all the same way. If the walls charge equally, symmetry makes the transverse field vanish at the midplane, and the uniform-field estimate does not apply.

\section{Variation 2: a spread of directed energies}

\textbf{Question.} A radio-frequency bias spreads the directed energies of the arriving ions uniformly from 50 to 150~eV. The transverse temperature is $0.05$~eV at every energy. How does the rms angle change?

\textbf{Solution.} At each energy the mean square slope is $k_BT/(2E)$. What must be averaged is therefore $1/E$, not $E$:
\begin{equation}
\left\langle\frac1E\right\rangle
=\frac{1}{100~\mathrm{eV}}\int_{50~\mathrm{eV}}^{150~\mathrm{eV}}\frac{dE}{E}
=\frac{\ln3}{100~\mathrm{eV}}.
\end{equation}
Compared with a single energy of 100~eV, the rms angle grows by $\sqrt{\ln3}=1.048$, from $0.906$ to $0.950$ degrees.

The size of the increase depends on the shape of the spread, but its sign does not. A real bias tends to give a distribution peaked at both ends: a slow sinusoidal swing between 50 and 150~eV has $\langle1/E\rangle=1/\sqrt{50\times150}~\mathrm{eV}^{-1}$ and gives the factor $1.075$. For any spread of positive energies with mean $\bar E$, divide $(E-\bar E)^2\ge0$ by $E\bar E^2$:
\begin{equation}
\frac1E\ge\frac{2}{\bar E}-\frac{E}{\bar E^2}.
\end{equation}
Averaging gives $\langle1/E\rangle\ge1/\bar E$. At fixed mean energy and transverse temperature, a spread in energy cannot reduce the small-angle rms value, because the slow ions gain more angle than the fast ones lose.

For a uniform spread of half-width $\delta\bar E$, the logarithm can be expanded:
\begin{equation}
\bar E\left\langle\frac1E\right\rangle
=\frac{1}{2\delta}\ln\frac{1+\delta}{1-\delta}
=1+\frac{\delta^2}{3}+\dots
\end{equation}
The angle therefore grows by the factor $1+\delta^2/6$ at leading order. For $\delta=0.5$ this is $1.042$, close to the full $1.048$. As $\delta\to1$ the logarithm diverges: the slowest ions no longer have small angles, and the arctangent in equation~\eqref{eq:def} must be restored. The numerical output below lists the main values from both variations.

\section*{Calculated quantities}
\begin{verbatim}
Transverse temperature: 0.05 eV
Transverse temperature converted: 580 K
Directed energy: 100 eV
Ratio kT/(2E): 2.50e-04 (no unit)
Rms angle, formula: 0.01581 rad
Rms angle, formula: 0.9059 degrees
Rms angle, velocity sum: 0.9057 degrees
Relative small-angle correction: -2.50e-04
Light ion mass (Ar+, rounded): 40 u
Light ion rms vx: 347.3 m/s
Light ion vz: 21964 m/s
Heavy ion mass (CF3+, rounded): 69 u
Heavy ion rms vx: 264.4 m/s
Heavy ion vz: 16723 m/s
Heavy ion rms angle: 0.9057 degrees
Polar rms angle, formula: 1.281 degrees
Polar rms angle, sampled: 1.281 degrees
Electron temperature: 3.0 eV
Energy at sheath edge: 1.5 eV
Sheath voltage drop: 98.5 V
Angle at sheath edge for rms vx: 7.36 degrees
Same ion at wafer, trajectory: 0.9059 degrees
Trench width: 50 nm
Trench depth: 200 nm
Rms sideways drift at bottom: 3.16 nm
Sidewall fraction, formula: 5.05 percent
Sidewall fraction, sampled: 5.04 percent
Charging voltage matching rms angle: 0.79 V
Bias energy range, lower end: 50 eV
Bias energy range, upper end: 150 eV
Rms angle factor from energy spread: 1.048
Rms angle with energy spread: 0.950 degrees
Sheath-edge density: 1.0e+17 m^-3
Debye length: 40.7 micrometres
Sheath thickness: 0.443 mm
Gas pressure: 10 mTorr
Gas temperature: 300 K
Gas thermal energy kT: 0.0259 eV
Gas density: 3.22e+20 m^-3
Charge-exchange cross-section: 5.0e-19 m^2
Charge-exchange free path: 6.21 mm
Collision probability in sheath: 6.9 percent
Rms angle of new ions: 1.73 degrees
Rms angle of mixture: 0.985 degrees
\end{verbatim}
